\section*{Counting displaced atoms from 500 eV of damage energy}

\section*{Question}

I am working on ion bombardment in plasma processing and I am stuck on what looked like a one-line exercise. A recoiling atom in a solid has a nuclear damage energy of 500 eV, and the displacement threshold is 15 eV. I am asked to predict the number of displaced atoms with the modified Kinchin-Pease formula.

My first attempt was to divide 500 by 15, which gives about 33. The formula has an extra factor of 2 in the denominator and a factor of 0.8 in front, and I can't justify either. If it costs 15 eV to displace an atom, why doesn't 500 eV displace 33 of them? Is the 0.8 derived or fitted? I also get a number that isn't an integer, and I am not sure whether the 500 eV is supposed to be the energy of the incoming ion.

\section*{Answer}

\subsection*{The formula and the number}

Let $T_{\rm dam}$ be the damage energy of one recoiling lattice atom: its kinetic energy less the part that the cascade loses to electrons. Let $E_d$ be the threshold, the energy an atom must receive to leave its site for good. The modified Kinchin-Pease rule, also called the NRT rule, gives the mean number of displaced atoms as
\begin{equation}
N=\begin{cases}
0, & T_{\rm dam}<E_d,\\[2pt]
1, & E_d<T_{\rm dam}<2E_d/0.8,\\[2pt]
\dfrac{0.8\,T_{\rm dam}}{2E_d}, & T_{\rm dam}>2E_d/0.8 .
\end{cases}
\label{nrt}
\end{equation}
First find the branch. Here $2E_d/0.8=30/0.8=37.5$ eV, and 500 eV is far above it, so the last line applies:
\begin{equation}
N=\frac{0.8\times 500\ \text{eV}}{2\times 15\ \text{eV}}=\frac{400}{30}=13.3 .
\end{equation}
The prediction is about 13 displaced atoms, the first recoil included. Each one costs 37.5 eV on average, not 15 eV. The factor 2 can be derived from simple collision rules. The 0.8 is an agreed, rounded efficiency; a second, simple collision model gives a value close to it.

\subsection*{Why the threshold is not the price}

Take a solid of one element. An atom moving with energy $E$ hits an atom at rest and transfers energy $T$, keeping $E-T$. Neglect, for now, any energy spent in freeing the struck atom. There are four outcomes:
\begin{itemize}
\item $T>E_d$ and $E-T>E_d$: both atoms move on, and there is one more mover than before.
\item $T>E_d$ and $E-T<E_d$: the struck atom leaves and the incoming one drops into the empty site. There is still one mover.
\item $T<E_d$ and $E-T>E_d$: the struck atom falls back and its energy becomes heat. The first atom moves on.
\item Both below $E_d$: the struck atom falls back, and the incoming atom stops between lattice sites as one displaced atom.
\end{itemize}
Let $\nu(E)$ be the mean number of displaced atoms finally produced by a mover of energy $E$, itself included. An atom that receives less than $E_d$ never leaves its site, so $\nu=0$ for $E<E_d$. For $E_d<E<2E_d$ the first outcome is impossible, because two energies above $E_d$ cannot add up to less than $2E_d$. The number of movers stays at one until the last of them stops, so $\nu=1$.

This is where the simple division fails. A mover with 25 eV displaces one atom, not $25/15$ atoms. The surplus is lost as heat. Such losses occur throughout the cascade: in struck atoms that fall back, in atoms that drop into an empty site, and in movers that stop with energy to spare.

\subsection*{The factor 2, from hard spheres}

For $E>2E_d$, the atoms present after the first collision must produce, on average, what the original mover would have produced. Write $x=T/E$ for the transferred share and $k(x)$ for the relative weight of each share. Then
\begin{equation}
\int_0^1 k(x)\,\bigl[\nu(E)-\nu((1-x)E)-\nu(xE)\bigr]\,dx=0,\qquad E>2E_d .
\label{balance}
\end{equation}
The outcomes with one surviving mover are included, since $\nu$ vanishes below $E_d$.

For equal hard spheres every share is equally likely, $k=1$. The two integrals over $\nu$ are equal, as the substitution $x\to1-x$ shows. With $E'=xE$,
\begin{equation}
\nu(E)=\frac{2}{E}\int_0^E\nu(E')\,dE' .
\label{hard}
\end{equation}
Multiply by $E$ and differentiate:
\begin{equation}
\nu+E\frac{d\nu}{dE}=2\nu
\quad\Longrightarrow\quad
\frac{d\nu}{dE}=\frac{\nu}{E}
\quad\Longrightarrow\quad
\nu=CE .
\end{equation}
The constant follows from \eqref{hard} just above $2E_d$. There the integral covers $\nu=0$ up to $E_d$ and $\nu=1$ from $E_d$ to $2E_d$, so its value is $E_d$ and $\nu=(2/2E_d)E_d=1$. Hence $C=1/(2E_d)$ and
\begin{equation}
\nu(E)=\frac{E}{2E_d},\qquad E>2E_d .
\end{equation}
This is the original Kinchin-Pease law. For your numbers it gives $500/30=16.7$. Random cascades that follow the four outcomes atom by atom give a mean of 16.72 with a standard error of 0.025, about two standard errors from the formula.

\subsection*{How the efficiency can fall below one}

Real atoms are not hard spheres: glancing collisions with small transfers are favoured. A simple model of this is $k(x)=1/x$. The weight diverges at $x=0$, but the bracket in \eqref{balance} vanishes there wherever $\nu$ is smooth, so the integral stays finite. The hard-sphere trick no longer works, but the slope of $\nu$ at high energy can still be found.

Let $s(E)$ denote the left side of \eqref{balance} at any energy. It is zero above $2E_d$ by the balance, and zero below $E_d$ because every term vanishes. In between, $\nu(E)=1$, while
\begin{equation}
\nu((1-x)E)=1\ \text{ for }\ x<1-\frac{E_d}{E},\qquad
\nu(xE)=1\ \text{ for }\ x>\frac{E_d}{E},
\end{equation}
and each is zero otherwise. Since $E<2E_d$, the first limit lies below the second. The bracket equals 1 between the two limits and 0 outside them, so
\begin{equation}
s(E)=\int_{1-E_d/E}^{E_d/E}\frac{dx}{x}
=\ln\frac{E_d}{E-E_d},\qquad E_d<E<2E_d .
\end{equation}

Now multiply the definition of $s$ by $E^{-1-q}$ with $q>1$, and integrate over all $E$. Define $M(q)=\int_0^\infty\nu(E)E^{-1-q}dE$. For any fraction $a$, the substitution $u=aE$ gives
\begin{equation}
\int_0^\infty\nu(aE)E^{-1-q}\,dE=a^q\int_0^\infty\nu(u)u^{-1-q}\,du=a^qM(q).
\end{equation}
Using this with $a=1-x$ and $a=x$,
\begin{equation}
\int_{E_d}^{2E_d}s(E)E^{-1-q}\,dE=g(q)M(q),\qquad
g(q)=\int_0^1k(x)\bigl[1-(1-x)^q-x^q\bigr]dx .
\label{mellin}
\end{equation}
Let $q$ approach 1 from above. Then $g(1)=0$, because the two shares add up to one, and so $g(q)\approx(q-1)g'(1)$. Assume that $\nu/E$ tends to a constant $c$ at high energy. The high-energy part of $M$ then behaves as
\begin{equation}
\int_{E_d}^\infty cE\,E^{-1-q}\,dE=\frac{c\,E_d^{1-q}}{q-1},
\end{equation}
so $(q-1)M(q)\to c$. Equation \eqref{mellin} becomes
\begin{equation}
c=\frac{1}{g'(1)}\int_{E_d}^{2E_d}\frac{s(E)}{E^2}\,dE .
\label{slope}
\end{equation}

Both factors can be worked out. Since $da^q/dq=a^q\ln a$,
\begin{align}
g'(1)&=\int_0^1\frac{-(1-x)\ln(1-x)-x\ln x}{x}\,dx\nonumber\\
&=\int_0^1\frac{-\ln(1-x)}{x}\,dx+\int_0^1\ln(1-x)\,dx-\int_0^1\ln x\,dx .
\end{align}
The last two terms are $-1$ and $+1$ and cancel. In the first, expand $-\ln(1-x)=\sum_{n\ge1}x^n/n$ and integrate term by term:
\begin{equation}
g'(1)=\sum_{n=1}^\infty\frac{1}{n^2}=\frac{\pi^2}{6}=1.645 .
\end{equation}
For the source integral set $E=E_d(1+u)$, then integrate by parts with $u/(1+u)$ as the antiderivative of $1/(1+u)^2$:
\begin{align}
\int_{E_d}^{2E_d}\frac{s(E)}{E^2}\,dE
&=\frac1{E_d}\int_0^1\frac{-\ln u}{(1+u)^2}\,du\nonumber\\
&=\frac1{E_d}\left\{\left[-\frac{u\ln u}{1+u}\right]_0^1+\int_0^1\frac{du}{1+u}\right\}
=\frac{\ln2}{E_d}.
\end{align}
The boundary term vanishes at both ends. Therefore
\begin{equation}
\nu(E)\to\frac{6\ln2}{\pi^2}\,\frac{E}{E_d}=0.421\,\frac{E}{E_d}
=0.843\,\frac{E}{2E_d}.
\end{equation}

Equation \eqref{slope} also returns the hard-sphere law. With $k=1$ one has $s=2E_d/E-1$, whose integral with $1/E^2$ is
\begin{equation}
\left[-\frac{E_d}{E^2}+\frac1E\right]_{E_d}^{2E_d}=\frac{1}{4E_d},
\end{equation}
and $g'(1)=-2\int_0^1x\ln x\,dx=1/2$. The ratio is $1/(2E_d)$, as before.

Is 500 eV high enough for the limiting law? It predicts 14.05 displacements, and a numerical solution of \eqref{balance} at 500 eV gives 14.06, so the approach to the limit doesn't matter here. Random cascades with the same weight, leaving out transfers below 0.1\% of the mover's energy, average 14.07 with a standard error of 0.026.

The energy needed to free a struck atom has still been neglected. If each struck atom that leaves its site gives up 5 eV, an illustrative value, the random-cascade mean falls from 14.07 to 13.08. The NRT value of 13.3 lies between these two, but that depends on the 5 eV chosen. What the model shows is that one simple weight, $k=1/x$, brings the efficiency near 0.8. A preference for small transfers is not enough by itself. The bracket in \eqref{balance} is unchanged when $x$ and $1-x$ are swapped, so only the sum $k(x)+k(1-x)$ matters. The weight $k=1-x$ also favours small transfers, but its sum is constant, and it gives the hard-sphere law again. The efficiency thus depends on the chosen weight, and this doesn't derive 0.8 for every solid.

\subsection*{What 13.3 atoms means}

The formula gives a mean over many cascades, so it need not be an integer. In the soft-collision model without release energy, the count varies from cascade to cascade with a standard deviation of 1.7 about its mean of 14.07. A single event with 12 or 15 displaced atoms would be unremarkable in that model.

The result counts atoms left between lattice sites by the collisions, before later recombination or annealing. An atom that drops into a site it has just emptied is not counted, although it has left its own site, so more atoms change places than the formula gives. Each displaced atom is paired with a vacancy, so it is also the number of vacancy-interstitial pairs initially produced.

\subsection*{Is 500 eV the ion energy?}

Not in this exercise. The damage energy already has the electronic losses removed, so they must not be subtracted again. If 500 eV were instead the initial energy of the lattice recoil, and 20\% of it went to electrons (a round figure for illustration), the damage energy would be 400 eV and the prediction 10.7.

An incoming ion may also share its energy among several lattice recoils. The rule \eqref{nrt} must then be applied to each recoil, and the results added. With the total damage energy held at 500 eV:
\begin{itemize}
\item ten recoils of 50 eV give 13.3 displacements;
\item twenty recoils of 25 eV give 20;
\item fifty recoils of 10 eV give none.
\end{itemize}
The first case agrees with a single 500 eV recoil because 50 eV is still on the linear branch. In the second, each recoil displaces one atom for 25 eV, which is cheaper than the 37.5 eV of the linear law. In the third, no recoil reaches the threshold. When every recoil lies above 37.5 eV, the total energy alone settles the answer; otherwise the way it is shared can matter.

\subsection*{How far to trust it in a real process}

A fair setting is plasma-immersion ion implantation with a bias of roughly a kilovolt, where recoils of a few hundred eV can occur. A threshold of 15 eV is at the low end for solids; many metals need a few tens of eV, and doubling $E_d$ halves the prediction. A real crystal also has no single sharp threshold, since the energy needed depends on the direction of the recoil. At fixed damage energy, $E_d=12$ eV gives 16.7 displacements and $E_d=18$ eV gives 11.1, so an uncertainty of 3 eV moves the answer by $+25\%$ or $-17\%$.

Recombination can matter more. Suppose the distance between an atom and its vacancy is distributed exponentially with a mean of 1.0 nm, and that pairs closer than 0.5 nm recombine. The surviving fraction is
\begin{equation}
\int_{0.5}^{\infty}e^{-r}\,dr=e^{-0.5}=0.607\qquad(r\text{ in nm}),
\end{equation}
which leaves $13.3\times0.607=8.1$ pairs, a reduction of 39\%. These distances are assumptions, not data for a particular solid, but they show that ``displaced'' and ``still displaced afterwards'' are different counts.

Temperature enters mainly through this later stage. At 300 K the thermal energy is 0.026 eV, tiny compared with 15 eV, so heat does not help appreciably to knock atoms out. Defects already made can still move. With an assumed hopping barrier of 0.5 eV and an attempt rate of $10^{13}\ \text{s}^{-1}$, the mean time between hops is
\begin{equation}
\frac{e^{0.5/0.02585}}{10^{13}\ \text{s}^{-1}}\approx 25\ \mu\text{s}.
\end{equation}
That is long after the collisions have ended, but very short compared with a process lasting seconds.

Finally, the formula describes one cascade in undamaged material. Suppose each ion produces one such 500 eV recoil, the dose is $10^{15}\ \text{cm}^{-2}$, and the damage is spread over 3 nm in a solid with $5\times10^{22}$ atoms per $\text{cm}^3$. The mean number of displacements per atom is
\begin{equation}
\frac{13.3\times10^{15}\ \text{cm}^{-2}}
{(5\times10^{22}\ \text{cm}^{-3})(3\times10^{-7}\ \text{cm})}=0.89 .
\end{equation}
There has then been nearly one displacement per atom on average, with some atoms displaced several times and others never, so new cascades run through old damage. The figure 0.89 measures exposure; it is not the fraction of atoms left out of place. At about $1.1\times10^{13}\ \text{cm}^{-2}$ the exposure is 0.01 displacements per atom. Few atoms are then displaced twice, but the cascades are not yet separate: there is one impact per $9\ \text{nm}^2$, so impacts lie about 3 nm apart, the same as the assumed depth of damage. If a cascade is about as wide as it is deep, neighbouring cascades still overlap, and the picture of separate cascades needs a dose well below this. A layer this thin also lies close to the surface, where atoms can escape; the formula leaves that out, and I have not estimated its effect. The numerical output below lists the inputs and computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Damage energy: 500 eV
Displacement threshold: 15 eV
NRT efficiency: 0.8 (dimensionless)
Start of linear NRT branch: 37.5 eV
NRT prediction: 13.33 displacements
NRT prediction, rounded: 13 displacements
Hard-sphere formula: 16.67 displacements
Hard-sphere source integral: 0.2500 (dimensionless)
Hard-sphere g'(1): 0.5000 (dimensionless)
Hard-sphere slope: 0.5000 per threshold energy
Soft source integral: 0.6931 (dimensionless)
Soft g'(1): 1.6449 (dimensionless)
Soft slope: 0.4214 per threshold energy
Soft efficiency vs hard spheres: 0.843
Soft limiting law at 500 eV: 14.05 displacements
Soft balance equation: 14.06 displacements
Hard random cascades, mean: 16.72 displacements
Hard mean, standard error: 0.025 displacements
Soft random cascades, mean: 14.07 displacements
Soft mean, standard error: 0.026 displacements
Soft cascade-to-cascade SD: 1.66 displacements
Assumed release energy: 5 eV per freed atom
Soft mean with release energy: 13.08 displacements
Release mean, standard error: 0.024 displacements
NRT with threshold 12 eV: 16.67 displacements
NRT with threshold 18 eV: 11.11 displacements
Assumed electronic loss fraction: 0.20
NRT if this loss is taken from 500 eV: 10.67 displacements
NRT for 10 recoils of 50 eV: 13.33 displacements
NRT for 20 recoils of 25 eV: 20.00 displacements
NRT for 50 recoils of 10 eV: 0.00 displacements
Assumed capture radius: 0.5 nm
Assumed mean pair separation: 1.0 nm
Close-pair survival fraction: 0.607
Count after close-pair recombination: 8.09
Temperature: 300 K
Thermal energy: 0.0259 eV
Assumed hopping barrier: 0.5 eV
Assumed attempt rate: 1.0e+13 s^-1
Mean defect hop time: 25.1 microseconds
Assumed ion dose: 1.0e+15 cm^-2
Assumed damaged depth: 3.0 nm
Assumed atom density: 5.0e+22 cm^-3
Mean damage at this dose: 0.89 displacements per atom
Dose for 0.01 displacements per atom: 1.12e+13 cm^-2
\end{verbatim}
